Load and copper dent depth of a sphere trapped by a pad

**The situation**

During copper polishing, a hard particle much larger than the ordinary abrasive becomes trapped between the copper film and a polyurethane pad. Treat it as a rigid sphere of radius R and diameter D = 2R. Away from the particle, fluid and other pad contacts hold the undeformed pad plane at a fixed distance h from the undented copper, with h < D. The interference is Δ = D − h.

The pad is an isotropic, linearly elastic half-space with Young modulus E, Poisson ratio ν and E* = E/(1 − ν²). Friction, adhesion and the particle's weight are neglected, and no other particle is near. The copper has hardness H, defined as load divided by projected contact area, and is first taken to be fully plastic.

Use D = 1 μm, h = 0.7 μm, E = 100 MPa, ν = 0.4 and H = 1 GPa. These are rough values for a polishing process, in engineering units.

**Part (a). How far does a point load P lower the pad surface at distance r?**

Let z point into the pad, ρ² = r² + z², and let a prime mean ∂/∂z. Take

φ = P/(2πρ), ψ = (P/2π) ln(ρ + z), so that ψ′ = φ.

Both are harmonic. For ψ, apart from the factor P/2π, r ∂ψ/∂r = 1 − z/ρ. The in-plane Laplacian is therefore z/ρ³, which cancels ψ″ = −z/ρ³.

With G = E/[2(1 + ν)] and ∇∥ the in-plane gradient, try

2G u∥ = −(1 − 2ν)∇∥ψ − z∇∥φ
2G u_z = 2(1 − ν)φ − zφ′.

Since ∇∥²ψ = −φ′ and ∇∥²φ = −φ″, the divergence is

2G ∇·u = (1 − 2ν)φ′ + zφ″ + 2(1 − ν)φ′ − φ′ − zφ″ = 2(1 − 2ν)φ′.

Also 2G∇²u = −2∇φ′, because only the terms containing z contribute. Hence (1 − 2ν)∇²u + ∇(∇·u) = 0, which is elastic equilibrium. The stresses on a horizontal plane are

σ∥z = G(∂u∥/∂z + ∇∥u_z) = −z∇∥φ′
σ_zz = 2G[∂u_z/∂z + ν∇·u/(1 − 2ν)] = φ′ − zφ″ = −3Pz³/(2πρ⁵).

The shear vanishes at the surface. The compressive force through any plane z > 0 is

3Pz³ ∫₀^∞ r dr/(r² + z²)^(5/2) = P,

so the load is correctly normalized. At z = 0,

u_z = (1 − ν)P/(2πGr) = P/(πE*r).

**Part (b). Find the load when the sphere indents the pad by δ, for a contact radius a well below R.**

Near its lowest point the sphere has height profile r²/(2R), so the pad displacement under it must be δ − r²/(2R). Try the pressure

p(r) = p₀√(1 − r²/a²).

Use polar coordinates centred on the point where the displacement is wanted. The area element s ds dθ cancels the 1/s of part (a), leaving integrals of p along chords. A chord at angle θ has half-length c, with c² = a² − r² sin²θ. Its pressure integral is

(p₀/a) ∫₋c^c √(c² − t²) dt = πp₀c²/(2a).

Integrating over 0 < θ < π gives

u(r) = [p₀/(2aE*)] ∫₀^π (a² − r² sin²θ) dθ = πp₀(2a² − r²)/(4aE*).

Comparing the r² terms, then the constants:

p₀ = 2aE*/(πR), δ = πap₀/(2E*) = a²/R.

The total force is the pressure integrated over the disc:

F = (2/3)πa²p₀ = 4E*a³/(3R) = (4/3)E*R^(1/2)δ^(3/2).

Outside the disc, only angles with a² > r² sin²θ meet the loaded area. Dropping the negative part of the integrand makes u larger than the continued parabola, so the pad lies clear of the sphere there, as it must.

**Part (c). Find the leading-order dent depth in the copper, with numbers.**

Copper is much harder than the pad is stiff, so to leading order the dent is ignored when finding the load. Then δ = Δ, and

F₀ = (4/3)E*R^(1/2)Δ^(3/2).

The sphere is in balance, so the copper carries the same load. On the spherical dent, a normal pressure H has vertical component H cos θ per unit area. Since cos θ dA is projected area,

F = πHa_w², a_w² = R² − (R − d)² = 2Rd − d².

Here d is the depth under load and a_w the dent radius. For d ≪ R,

d₀ = F₀/(2πRH) = [2E*/(3πH)] Δ^(3/2)/R^(1/2).

The numbers are E* = 100/(1 − 0.16) = 119 MPa and Δ = 0.3 μm. Since 1 MPa μm² = 1 μN,

F₀ = (4/3)(119)(0.5)^(1/2)(0.3)^(3/2) = 18.4 μN = 1.84 × 10⁻⁵ N
d₀ = (18.4 × 10⁻⁶ N)/[2π(0.5 × 10⁻⁶ m)(10⁹ Pa)] = 5.9 nm = 5.9 × 10⁻⁹ m.

At fixed gap, down-pressure does not appear in the result. In a real process it can act through h. At fixed h, a larger sphere makes a deeper dent, since

d(ln d₀)/dR = 3/(2R − h) − 1/(2R) > 0.

Within this fully plastic model, both load and depth vanish as the 3/2 power of the interference as h approaches D. Very close to that limit real copper responds elastically, and the depth formula no longer applies.

**Part (d). Correct the result for the sphere sinking into the copper.**

The sinking relieves the pad, whose indentation becomes Δ − d. Force balance is then

(4/3)E*R^(1/2)(Δ − d)^(3/2) = πH(2Rd − d²).

Dividing by 2πRH gives

d − d²/(2R) = d₀(1 − d/Δ)^(3/2).

Expand the right side to first order in d/Δ, then replace d by d₀ in the small terms:

d ≈ d₀[1 − 3d₀/(2Δ) + d₀/(2R)].

The first correction is pad relief. The second comes from the cap's curvature: its projected area, π(2Rd − d²), grows more slowly than 2πRd. With d₀ = 5.87 nm,

d ≈ 5.87(1 − 0.0294 + 0.0059) = 5.73 nm.

A numerical root of the full balance gives d = 5.74 nm and F = 17.9 μN. The pad indentation is 294 nm, and the contact radii are 384 nm in the pad and 75.5 nm in the copper.

The divided equation contains the materials only through E*/H. Halving the pad modulus or doubling the copper hardness therefore gives the same depth, 2.9 nm at fixed gap. The loads differ: 9.1 μN for the softer pad and 18.2 μN for the harder copper.

**Part (e). Could the copper respond elastically? How much of the dent remains after unloading?**

Suppose the copper stayed elastic. Part (b), with copper's modulus and a² = Rδ, would give a mean pressure

F/(πa²) = (1/π)[16E*_Cu²F/(9R²)]^(1/3).

For rough values E_Cu = 120 GPa and ν_Cu = 0.34, E*_Cu = 136 GPa. The pressure would be 4.2 GPa, about four times the hardness. A purely elastic contact is therefore inconsistent with the assumed H. This supports the plastic model, although full plasticity remains an assumption. The figure needs a particle much stiffer than copper: for silica (E ≈ 72 GPa, ν ≈ 0.17) the combined modulus gives only 2.1 GPa, about twice H, and the elastic approach, 5.4 nm, rivals the plastic depth. Even for a rigid particle the elastic contact radius would be only 37 nm and the peak shear stress 1.9 GPa, of the order of copper's ideal shear strength, so a region free of dislocations could stay elastic at this load.

Assume that unloading is elastic and that the dent relaxes to a shallower one, again spherical, of radius of curvature R′. The curvature difference 1/R_r = 1/R − 1/R′ replaces 1/R in the Hertz relations, so

a_w³ = 3FR_r/(4E*_Cu), centre rise = a_w²/R_r = 3F/(4E*_Cu a_w).

The displacement 2a² − r² in part (b) is half as large at the rim as at the centre. The rim therefore rises by half the centre rise, and the depth between them decreases by the other half:

centre rise = 3(17.9 μN)/[4(136 GPa)(75.5 nm)] = 1.3 nm
remaining depth = 5.74 − 1.31/2 = 5.1 nm.

The spherical relaxation assumed here corresponds to removing a Hertz pressure. Removing the uniform pressure H of part (c) instead raises the centre by 1.1 nm and the rim by 0.7 nm, leaving 5.3 nm. Both depths are measured from the rim to the centre. They omit pile-up of copper around the rim. The depth d under load also leaves out the elastic sinking of the rim below the undented surface, about 0.7 nm for the uniform pressure.

**Part (f). How good is the parabolic profile? May one set h = 0?**

First consider a flat circular punch, with pressure P/[2πa√(a² − r²)]. Every chord integral of 1/√(c² − t²) equals π. Inside, the displacement is P/(2aE*); outside, only a range 2 arcsin(a/r) of angles contributes, so the displacement is (2/π) arcsin(a/r) times the inside value.

Now let the sphere's contact grow from zero. Each increment dδ moves the existing contact uniformly, and therefore acts as a flat punch:

dF = 2aE* dδ.

At the final edge r = a, all earlier increments acted from smaller radii t. For a profile f(r), contact at the edge requires

δ(a) − f(a) = (2/π) ∫₀^a arcsin(t/a) δ′(t) dt.

Integration by parts gives

f(a) = (2/π) ∫₀^a δ(t) dt/√(a² − t²).

For the true sphere, f = R − √(R² − a²). The solution is δ(t) = t artanh(t/R), as its series shows:

δ(t) = Σ_{m≥1} t^(2m)/[(2m − 1)R^(2m−1)].

The integral replaces t^(2m) by a^(2m)(2m − 1)!!/(2m)!!. The resulting sum is R Σ[(2m − 3)!!/(2m)!!](a/R)^(2m), with (−1)!! = 1, which is the binomial series of f.

Write A = artanh(a/R). Integrating dF by parts gives

F = 2E*[a²A − ∫₀^a t artanh(t/R) dt].

The remaining integral is (a² − R²)A/2 + aR/2, so

F = E*[(R² + a²)A − aR].

At the coupled pad indentation, solving δ = aA numerically gives a load 0.94 times the Hertz value. The parabolic profile alone thus overestimates the load by about 6% of the Hertz value. This comparison neglects the inward motion of the pad surface under load, which to first order raises the load by a similar amount at ν = 0.4. The outward tilt of the frictionless traction on the curved contact is of the same order and adds roughly 3% more. The 0.94 is therefore not a better estimate of the total load. Large strain adds a further error: the Hertz contact radius is already 0.77R, and the mean contact pressure is about a third of E*. The pad strains are therefore not small, and the linear-elastic load is itself only a rough estimate.

For h = 0, ignoring the small dent, δ = 2R. Hertz gives 112 μN and the true-sphere law 90 μN. Neither is a reliable load: the Hertz contact radius, 1.41R, exceeds the sphere itself, the true-sphere radius is 0.97R, and the pad strains are larger than in the worked example. Removing the profile error does not remove the error due to large strain.

**Part (g). Does the pad itself remain elastic? Take a rough yield stress Y = 20 MPa.**

The mean pad pressure is F/(πa²) = 38.8 MPa. To find when yielding starts on the axis, superpose the field of part (a), with ζ = z/a:

φ′ = −∫₀^a p(r) zr dr/(r² + z²)^(3/2) = −p₀[1 − ζ arctan(1/ζ)].

The last step is integration by parts, followed by the substitution w² = a² − r². Differentiating and using σ_zz = φ′ − zφ″ gives

σ_zz = −p₀/(1 + ζ²).

The sum of the normal stresses is 2(1 + ν)φ′, from the divergence in part (a). The two lateral stresses are equal on the axis, so each is σ_r = (1 + ν)φ′ − σ_zz/2. Thus

|σ_zz − σ_r| = p₀|(1 + ν)[1 − ζ arctan(1/ζ)] − 3/[2(1 + ζ²)]|.

For ν = 0.4, a numerical search over depth gives a maximum of 0.575p₀. Yielding on the axis starts when this equals Y. Since the mean pressure is 2p₀/3,

onset mean pressure = 2Y/[3(0.575)] = 23.2 MPa.

The elastic solution exceeds this by a factor of 1.7, so this pad would yield. Keeping the contact area but limiting its mean pressure to the onset value gives

F ≈ (23.2 MPa)π(0.384 μm)² = 10.7 μN,

and a dent of 3.4 nm. This is a low estimate, not a bound. Yielding starts below the surface, where the material is still enclosed by elastic pad, so the mean pressure can keep rising well above its onset value; the area can also change. The actual loss of load may be much smaller than this estimate suggests, and finding it needs an elastic-plastic calculation.

**Part (h). What does the result mean for an actual copper process?**

The pad modulus and copper hardness are of the usual rough order for porous polyurethane pads and copper films. A contact well under a micrometre wide is smaller than the pores, however, and meets solid polymer that can be several times stiffer; the depth scales almost in proportion, reaching 26 nm at E = 500 MPa if the pad stayed elastic. A 1 μm solid particle is far larger than typical copper-polishing abrasive, as assumed at the start. The gap is a chosen value; in a real process it varies from place to place. Near the present value, F₀ changes by −(3/2)δh/Δ relative to itself, so a 10 nm wider gap lowers it by about 5%.

Heat and water can soften the pad. A halved modulus, used here as an illustration, halves the depth approximately, to 2.9 nm. Copper may be harder at nanometre depths than in a large indentation. In the fully plastic model doubling H has the same effect on depth, but the model is then near its limit: a purely elastic contact would already sink 2.7 nm, and the omitted elastic sinking of the rim is about 1.0 nm, so 2.9 nm understates the depth under load.

Sliding acts in the other direction. If the particle does not roll and only the front half of its contact bears load, F = πHa_w²/2. At the same gap, the numerical balance gives 17.4 μN and a groove 11.2 nm deep. Ploughing without rolling also requires a tangential force on the particle, which the pad must supply by friction. The effect of that friction on the load, and the detailed flow of copper, are omitted.

The curvature of a pad summit is a smaller concern here, though its height and its compliance as a whole are not treated. For a summit of radius R_s = 20 μm, curvatures add in the Hertz profile, and the load at fixed indentation is multiplied by (1 + R/R_s)^(−1/2) = 0.99. At a neighbouring support 10 μm away, part (a) predicts a sink-in of F/(πE*r) = 4.8 nm, small beside the 86 nm by which part (b) says the same load would indent a summit of radius 20 μm pressed on a rigid flat.

Isolation is a stronger condition. At a nominal down-pressure of 20 kPa, the load on one particle equals that on about 900 μm² of wafer, a square 30 μm on a side. If trapped particles were that closely spaced, they would carry the whole down-force, and h could no longer be prescribed independently.

The elastic calculation therefore gives a static dent of about 6 nm under load. Pad yielding would lower it by an amount not calculated here, for which 3.4 nm is a low estimate. Sliding on half the contact could roughly double it. Pad porosity, time-dependent response and stiffening at large strain remain outside these estimates.
